\section*{Why a Film with Parrott's Cutoff Angle Has a Finite Limiting Resistivity}

\section{Problem}

A metal film fills $0<z<d$ and carries a current along $x$, parallel to its surfaces. The metal has a spherical Fermi surface, Fermi velocity $v$, bulk relaxation time $\tau$, bulk mean free path $\lambda=v\tau$ and bulk resistivity $\rho_0=1/\sigma_0$. Let $\theta$ be the angle between an electron's velocity and the surface normal, and let $u=|\cos\theta|$, so that grazing electrons have small $u$. In Parrott's cutoff-angle model both surfaces reflect with specularity
\begin{equation}
p(u)=\begin{cases}1, & u<u_c \quad\text{(specular)},\\ 0, & u>u_c\quad\text{(diffuse)},\end{cases}
\qquad u_c=\sin\varphi_c ,
\end{equation}
where $\varphi_c$ is the cutoff angle measured from the surface and $0<u_c<1$.

Does the film resistivity $\rho$ diverge or saturate as $d\to0$? Find the limit, and the way it is approached. The limit is classical: $\lambda$ and $u_c$ stay fixed, and the momentum normal to the film is treated as continuous.

\section{A tempting solution}

An electron with direction $u$ crosses the film in a time $d/(vu)$, so it meets a surface at the rate $vu/d$. A fraction $1-p(u)$ of these encounters is diffuse and destroys its drift. Directions are spread evenly over the sphere, which makes $u$ uniform on $(0,1)$. The mean rate of diffuse surface scattering is therefore
\begin{equation}
\frac1{\tau_s}=\frac vd\int_0^1 u\,[1-p(u)]\,du=\frac vd\int_{u_c}^1u\,du=\frac{v(1-u_c^2)}{2d}.
\end{equation}
Adding this to the bulk rate $1/\tau=v/\lambda$ gives
\begin{equation}
\frac{\rho}{\rho_0}\overset{?}{=}\frac{1/\tau+1/\tau_s}{1/\tau}=1+\frac{(1-u_c^2)\lambda}{2d},
\label{wrong}
\end{equation}
which diverges as $1/d$. On this argument specular reflection of grazing electrons merely reduces the coefficient of the divergence.

\section{Where it fails}

The integral for the mean rate is correct. The fault is to give that mean rate to every electron. Specular reflection keeps $u$ unchanged, so an electron in the grazing cone $u<u_c$ stays there until a bulk collision. Its own rate of surface loss is zero, however thin the film. The two groups carry current in parallel, so their conductivities must be added, and conductivity involves the average of a lifetime, not the inverse of an average rate. When one group has a very high loss rate, it dominates the average rate while contributing almost nothing to the current.

Nor does diffuse reflection feed the cone. In equilibrium, specular reflection already returns as many grazing electrons as arrive, so the diffusely reflected electrons must leave with $u>u_c$. To turn this picture into a result at any thickness, we solve the Boltzmann equation for each direction separately.

\section{Solution}

\subsection{Equation and boundary conditions}

Write the distribution as $f_0(\varepsilon)+f_1$. Electrons have charge $-e$, so a field $\mathcal E$ along $x$ exerts the force $-e\mathcal E$. In the steady state, to first order in the field and in the relaxation-time approximation,
\begin{equation}
v_z\frac{\partial f_1}{\partial z}-e\mathcal E v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.
\end{equation}
In the bulk the $z$ derivative vanishes and $f_1=e\mathcal E\tau v_x\,\partial f_0/\partial\varepsilon$. In the film let
\begin{equation}
f_1=e\mathcal E\tau v_x\frac{\partial f_0}{\partial\varepsilon}\,G .
\end{equation}
Substituting this and dividing by the common factor $e\mathcal Ev_x\,\partial f_0/\partial\varepsilon$ leaves
\begin{equation}
\pm\lambda u\frac{dG_\pm}{dz}+G_\pm=1,
\end{equation}
with the upper sign for electrons moving towards $z=d$, because $v_z\tau=\pm\lambda u$. Thus $G=1$ means the full bulk drift and $G=0$ means none.

The diffuse part of the outgoing distribution is $1-p(u)$ times a distribution independent of direction, whose strength is fixed by zero net particle flow through the surface. The factor $1-p(u)$ ensures that reflection leaves the equilibrium distribution unchanged. The arriving deviation is proportional to $v_x$, so its flux vanishes on integration over azimuth. The emitted deviation is then also zero, and $G=0$ on departure. A specular reflection preserves $v_x$, and therefore $G$. For a general specularity,
\begin{equation}
G_+(0)=p\,G_-(0),\qquad G_-(d)=p\,G_+(d).
\end{equation}

\subsection{Surviving drift for one direction}

The solution moving upwards is $G_+(z)=1-Ce^{-z/(\lambda u)}$. Since the surfaces are identical, $G_-(z)=G_+(d-z)$. Let $\kappa=d/\lambda$ and $E=e^{-\kappa/u}$. The condition at $z=0$ becomes $G_+(0)=pG_+(d)$, or
\begin{equation}
1-C=p(1-CE)\quad\Longrightarrow\quad C=\frac{1-p}{1-pE}.
\end{equation}
The average of $e^{-z/(\lambda u)}$ over the film is $(\lambda u/d)(1-E)=(u/\kappa)(1-E)$. The mean of $G$, which we call the survival factor, is thus
\begin{equation}
S(u)=1-\frac u\kappa\,\frac{(1-p)(1-E)}{1-pE}.
\label{survival}
\end{equation}

The current is a sum of $-ev_xf_1$, so each direction is weighted by $v_x^2=v^2\sin^2\theta\cos^2\phi$, where $\phi$ is the azimuth. The mean of $\sin^2\theta\cos^2\phi$ over the sphere is $1/3$. Dividing by this bulk value, and using $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$,
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{3}{4\pi}\,\pi\int_{-1}^{1}(1-\mu^2)S(|\mu|)\,d\mu
=\frac32\int_0^1(1-u^2)S(u)\,du .
\label{general}
\end{equation}

\subsection{The limit}

For $u<u_c$ we have $p=1$, hence $C=0$ and $S=1$ at every thickness. For $u>u_c$ we have $p=0$ and
\begin{equation}
S=h(\kappa/u),\qquad h(x)=1-\frac{1-e^{-x}}x .
\end{equation}
The conductivity separates into
\begin{equation}
\frac{\sigma}{\sigma_0}=s+\frac32\int_{u_c}^1(1-u^2)\,h(\kappa/u)\,du,
\label{split}
\end{equation}
where the first term does not depend on thickness:
\begin{equation}
s=\frac32\int_0^{u_c}(1-u^2)\,du=\frac32\left(u_c-\frac{u_c^3}{3}\right)=\frac{u_c(3-u_c^2)}2 .
\end{equation}
It is the share of the bulk current carried by the grazing cone.

To bound the second term, integrate $1-t<e^{-t}<1$ from $0$ to $x>0$. This gives $x-x^2/2<1-e^{-x}<x$, and therefore $0<h(x)<x/2$. Consequently
\begin{equation}
s<\frac\sigma{\sigma_0}<s+\frac{3\kappa}{4}\int_{u_c}^1\left(\frac1u-u\right)du=s+A\kappa,
\label{bounds}
\end{equation}
\begin{equation}
A=\frac34\left[\ln\frac1{u_c}-\frac{1-u_c^2}2\right].
\end{equation}
Since $A$ is finite for $u_c>0$, the upper bound closes on $s$ as $\kappa\to0$. Hence
\begin{equation}
\boxed{\;\lim_{d\to0}\rho=\rho_{\rm sat}=\frac{2\rho_0}{u_c(3-u_c^2)}\;}
\label{sat}
\end{equation}
The resistivity saturates.

The approach is monotonic. Writing $(1-e^{-x})/x=\int_0^1e^{-xt}\,dt$ shows that this quantity falls as $x$ grows, so $h$ rises with $x$ and $\sigma$ rises with $d$. Thinning the film raises $\rho$ towards $\rho_{\rm sat}$ from below. Moreover $h(x)=x/2+O(x^2)$, and $x=\kappa/u\le\kappa/u_c$ throughout the integral in (\ref{split}), so $A$ is the initial slope of $\sigma/\sigma_0$ as well as a bound.

\subsection{Limiting cases}

If $u_c\to1$, then $s\to1$ and the surfaces add no resistance. If $u_c\ll1$, then $\rho_{\rm sat}\approx2\rho_0/(3u_c)$, so a narrow cone gives a high plateau.

For a thick film, $\kappa\gg1$, the exponential in $h$ is negligible and $h(\kappa/u)\approx1-u/\kappa$. Then
\begin{equation}
\frac{\sigma}{\sigma_0}\approx1-\frac{3}{2\kappa}\int_{u_c}^1(u-u^3)\,du
=1-\frac{3(1-u_c^2)^2}{8\kappa}.
\end{equation}
The tempting formula (\ref{wrong}) gives $1-(1-u_c^2)/(2\kappa)$ to the same order. It therefore has the wrong coefficient even in thick films, although its qualitative failure appears in thin ones.

\section{What the saturation depends on}

\subsection{No specular cone}

If $u_c=0$, the conductivity is $(3/2)\int_0^1(1-u^2)h(\kappa/u)\,du$. The range $u<\kappa$ contributes at most $3\kappa/2$, because $h<1$. For $u>\kappa$ we use $h=\kappa/(2u)+O(\kappa^2/u^2)$. The correction integrates to order $\kappa$, as does the part containing $u^2$, which leaves
\begin{equation}
\frac\sigma{\sigma_0}=\frac34\,\kappa\ln\frac1\kappa+O(\kappa),\qquad \kappa\to0 .
\end{equation}
The resistivity now diverges, more slowly than $1/d$ by the logarithm. This is consistent with letting $u_c\to0$ in (\ref{sat}), where the plateau itself rises without limit.

\subsection{A specularity that falls smoothly}

For a general $p(u)$, consider (\ref{survival}) at fixed $u>0$ as $\kappa\to0$. If $p<1$, then $C\to1$ and $S\to0$. If $p=1$, then $S=1$. Since $0\le S\le1$, the limit may be taken inside (\ref{general}). The surviving conductivity comes from directions with perfect reflection, and a finite plateau needs a finite range of them.

As a contrast take $p=e^{-(u/u_c)^2}$, which equals one at $u=0$ alone. When $\kappa/u\ll1$ and $1-p\ll1$, we have $1-E\approx\kappa/u$ and $1-pE\approx1-p+p\kappa/u$, so
\begin{equation}
S\approx1-\frac{1-p}{1-p+p\kappa/u}=\frac{p\kappa/u}{1-p+p\kappa/u}.
\end{equation}
The second-order term dropped from $1-E$ would add $(1-p)\kappa/(2u)$ to the numerator, which is why this form requires $p$ close to one. For $u\ll u_c$, put $p\approx1$ and $1-p\approx u^2/u_c^2$, and multiply above and below by $uu_c^2$:
\begin{equation}
S\approx\frac{\kappa u_c^2}{\kappa u_c^2+u^3}.
\end{equation}
The important directions have $u\sim u_*=(\kappa u_c^2)^{1/3}$. Both approximations hold there if $\kappa\ll u_c$, since $\kappa/u_*=(\kappa/u_c)^{2/3}$ and $u_*/u_c=(\kappa/u_c)^{1/3}$. With $u=u_*t$ and $\int_0^\infty dt/(1+t^3)=2\pi/(3\sqrt3)$,
\begin{equation}
\frac\sigma{\sigma_0}\approx\frac32\,u_*\,\frac{2\pi}{3\sqrt3}=\frac{\pi}{\sqrt3}\,(\kappa u_c^2)^{1/3}.
\end{equation}
Thus $\rho$ grows as $d^{-1/3}$. Direct integration of (\ref{general}) at $\kappa=10^{-7}$, with $u_c=0.2588$, gives 1.0000 times the value from this law.

\subsection{Discrete transverse momentum}

With hard walls, $k_z=n\pi/d$ for $n=1,2,\ldots$, while the grazing cone requires $k_z<u_ck_F$, where $k_F$ is the bulk Fermi wave number. With the edge of the cone held at this bulk value of $k_z$, the cone is empty if $d<\pi/(k_Fu_c)$. At fixed density the Fermi wave number of a very thin film is somewhat larger, so a cone defined by angle empties at a slightly smaller thickness. Unless the cone is wide, a clear classical plateau therefore needs
\begin{equation}
\frac{\pi}{k_Fu_c}\ll d\ll\lambda u_c .
\label{window}
\end{equation}
The right-hand condition makes $\kappa/u$ small for all the diffusely reflected electrons. Closeness to the plateau itself is governed by $A\kappa\ll s$, which for a very narrow cone is stricter by a factor of order $\ln(1/u_c)$: at $d=0.1\lambda u_c$ the ratio $\rho/\rho_{\rm sat}$ is 0.96 for $u_c=0.259$ but only 0.83 for $u_c=0.01$. It is not needed when $u_c$ is close to one, because the classical $\sigma/\sigma_0$ then lies between $s\approx1$ and $1$ at every thickness. Equation (\ref{sat}) is the limit of the classical model, not a prediction for a film of vanishing thickness.

\section{A film in the copper regime}

Take electron density $n=8.5\times10^{28}\ \mathrm{m^{-3}}$, $\lambda=40$ nm and $\varphi_c=15^\circ$. Then $k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}}$ and $u_c=0.2588$. The Drude resistivity $m/(ne^2\tau)$, with $mv=\hbar k_F$ and $\lambda=v\tau$, becomes
\begin{equation}
\rho_0=\frac{\hbar k_F}{ne^2\lambda}=1.644\times10^{-8}\ \Omega\,\mathrm m=1.644\ \mu\Omega\,\mathrm{cm}.
\end{equation}
The cone carries
\begin{equation}
s=\frac{0.2588\,(3-0.2588^2)}2\approx0.380
\end{equation}
of the bulk current, so
\begin{equation}
\rho_{\rm sat}=\frac{\rho_0}{s}=4.33\times10^{-8}\ \Omega\,\mathrm m=4.33\ \mu\Omega\,\mathrm{cm}.
\end{equation}
A finite-difference solution of the Boltzmann equation with its boundary conditions, at $\kappa=10^{-5}$, also gives $\sigma/\sigma_0=0.3796$.

At $d=5$ nm, $\kappa=5/40=0.125$. With $A=0.664$, the bounds (\ref{bounds}) place $\sigma/\sigma_0$ between $0.380$ and $0.380+0.664\times0.125=0.463$. The integral gives $0.455$, so $\rho=1.644/0.455=3.61\ \mu\Omega\,$cm. The grazing electrons carry $0.3796/0.4549$, or 83\%, of the film current. The classical resistivities, in $\mu\Omega\,$cm and at fixed $\lambda$, are:

\begin{center}
\begin{tabular}{rrr}
$d$ (nm) & cutoff model & fully diffuse\\
40 & 2.245 & 2.403\\
10 & 3.178 & 4.477\\
5 & 3.613 & 6.795\\
2 & 3.994 & 12.701\\
1 & 4.152 & 21.235
\end{tabular}
\end{center}

The film reaches 90\% of $\rho_{\rm sat}$ at 2.7 nm. The two ends of the window (\ref{window}) are 0.89 nm and 10.4 nm, little more than a factor of ten apart, so neither inequality can be satisfied strongly without straining the other. The 1 nm row illustrates the classical limit and should not be read as a forecast.

\subsection{Corrections to the 5 nm value}

Each estimate below treats one effect separately. The grain-boundary estimate leaves out surface scattering; the others keep it.

\paragraph{Smooth specularity.} A random surface height of Gaussian spread $h_r$ gives a reflected wave the phase spread $2k_zh_r$. The squared mean phase factor is $e^{-(2k_zh_r)^2}$. With $k_z=k_Fu$ this is the smooth profile above, for $h_r=1/(2k_Fu_c)=0.14$ nm. It raises $\rho$ from 3.61 to $4.36\ \mu\Omega\,$cm at 5 nm. At 1 nm it gives $7.58\ \mu\Omega\,$cm, already well above the supposed plateau.

\paragraph{Subbands.} Five of the 21 occupied subbands lie in the grazing cone. Weighting each subband by its electron density, at fixed total density and $\tau$, and keeping the classical survival factor, gives $3.86\ \mu\Omega\,$cm, about 7\% above the classical film value. This excess jumps whenever a subband crosses the edge of the cone; between 4.4 and 5.6 nm it ranges from about $-1\%$ to $+15\%$. At 0.8 nm the cone is empty and the same crude estimate rises to about $69\ \mu\Omega\,$cm. That figure shows the loss of the plateau and is not a quantum transport result.

\paragraph{Grain boundaries.} In the Mayadas--Shatzkes model the scattering rate is multiplied by $1+\alpha/c$, where $c=|v_x|/v$ and $\alpha=(\lambda/D)R/(1-R)$. For grain size $D=5$ nm and a rough reflection coefficient $R=0.25$, $\alpha=8/3=2.67$. Since $c$ is uniform on $(0,1)$, bulk and grain-boundary scattering together, without the surfaces, give
\begin{equation}
\frac{\sigma}{\sigma_0}=3\int_0^1\frac{c^2}{1+\alpha/c}\,dc,
\qquad \rho=7.58\ \mu\Omega\,\mathrm{cm}.
\end{equation}
This is about twice the $3.61\ \mu\Omega\,$cm obtained from bulk and surface scattering without grain boundaries.

\paragraph{Temperature.} A rise of 75 K with a rough bulk coefficient of $0.004\ \mathrm{K^{-1}}$ multiplies $\rho_0$ by $1+0.004\times75=1.30$. At fixed density $\rho_0\lambda$ is constant, so $\lambda$ falls by the same factor. The plateau is proportional to $\rho_0$ and rises to $5.63\ \mu\Omega\,$cm. The 5 nm film rises by a factor of about 1.25, to $4.50\ \mu\Omega\,$cm: the shorter $\lambda$ increases $\kappa$, which partly offsets the higher bulk resistivity.

\subsection{Comparison with real copper}

The density, mean free path and bulk resistivity are close to the rough room-temperature values for copper. The cutoff angle is a chosen parameter, not a measured property of a copper surface. In a polycrystalline film with grains as small as the film thickness, the grain-boundary estimate, with its assumed $R=0.25$, indicates that $3.61\ \mu\Omega\,$cm would be much too low. Real surfaces also need not reflect perfectly over a finite cone, and the anisotropy of copper's Fermi surface is left out. The single relaxation time describes isotropic bulk scattering. Forward-peaked scattering with the same $\rho_0$ moves electrons out of the cone more often and raises the plateau: a Henyey--Greenstein kernel with mean cosine 0.3 lowers $s$ from 0.380 to 0.302, which gives $\rho_{\rm sat}=5.4\ \mu\Omega\,$cm. The model itself predicts a rise below 5 nm, but only up to $\rho_{\rm sat}$. A measured resistivity well above the plateau calculated for the film's own parameters would not contradict the derivation; it would show that at least one of its assumptions does not hold in that film.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electron density (input): 8.50e+28 m^-3
bulk mean free path (input): 40.0 nm
cutoff angle from surface (input): 15.0 degrees
cutoff cosine uc: 0.2588
Fermi wave number: 13.602 nm^-1
bulk resistivity: 1.6436e-08 ohm m
bulk resistivity: 1.644 micro-ohm cm
saturated conductivity ratio s: 0.3796
same from sphere integral: 0.3796
same from Boltzmann solver, kappa=1e-5: 0.3796
saturated resistivity / bulk: 2.6346
saturated resistivity: 4.3302e-08 ohm m
saturated resistivity: 4.330 micro-ohm cm
initial slope A: 0.6638
largest formula-solver difference: 6.2e-07
d (nm), cutoff model, fully diffuse (micro-ohm cm):
   40    2.245     2.403
   20    2.682     3.149
   10    3.178     4.477
    5    3.613     6.795
    2    3.994    12.701
    1    4.152    21.235
thickness where rho = 0.9 rho_sat: 2.68 nm
thickness scale mfp*uc: 10.35 nm
grazing cone empty below: 0.892 nm
kappa at 5 nm: 0.1250
conductivity ratio at 5 nm: 0.4549
upper bound s + A kappa at 5 nm: 0.4625
grazing share of film current, 5 nm: 0.834
diffuse log-law coefficient: 0.7500
smooth profile / its power law, kappa=1e-7: 1.0000
roughness implied by smooth profile: 0.142 nm
smooth profile, 5 nm: 4.363 micro-ohm cm
smooth profile, 1 nm: 7.578 micro-ohm cm
subbands at 5 nm, grazing / all: 5 / 21
subband estimate, 5 nm: 3.859 micro-ohm cm
grazing subbands at 0.8 nm: 0
subband estimate, 0.8 nm: 68.7 micro-ohm cm
grain reflection coefficient (rough input): 0.25
grain parameter alpha, grain size 5 nm: 2.667
grain boundaries alone: 7.579 micro-ohm cm
temperature coefficient (rough input): 0.004 K^-1
temperature rise (input): 75 K
hot 5 nm film: 4.500 micro-ohm cm
hot saturated value: 5.629 micro-ohm cm
\end{verbatim}
